Why Interstitial Magnesium Is a Shallower Double Donor than Selenium in Silicon

**The decision: which levels to put into the calculation**

Anyone computing the carrier supply from a double donor in silicon must first choose its two ionization energies. Scaled helium levels need no knowledge of the impurity, but they give magnesium and selenium the same two numbers. A model with a core attraction separates them, and one measured level per donor can fix its strength. The question is whether that single number also gives the other level.

Let I₂ be the energy needed to free the electron of the singly charged donor D⁺, and I₁ the energy needed to remove the first electron from the neutral donor D⁰. Both are counted to the conduction-band edge, and the shallower donor has the smaller values. Interstitial Mg and substitutional Se both present a charge +2 at long range. In the model below they differ in one respect: the short-range attraction is weaker for Mg. Its strength is taken from I₂, and I₁ is then predicted.

**The common part: helium in donor units**

An electron in one silicon valley has a transverse mass m_t and a longitudinal mass m_l. Rough values are 0.19 and 0.92 free masses, with a dielectric constant ε = 11.4. To find one scalar mass, take for a donor of charge +1 the envelope exp(−R), where

R² = (x² + y²)/a² + z²/b².

In the stretched coordinates x/a, y/a, z/b this function is spherical. Each direction therefore carries one third of ⟨−∇²⟩ = 1. In atomic units the kinetic energy is τ/2, with

τ = (1/3)[2/(m_t a²) + 1/(m_l b²)].

If u is the cosine of the polar angle in stretched coordinates, the true distance is r = R√[a²(1−u²) + b²u²]. Since ⟨1/R⟩ = 1, the attraction is −A/ε, where

A = ∫₀¹ du / √[a²(1−u²) + b²u²] = arcsin(k)/(ka), k² = 1 − b²/a².

Now enlarge a and b by a common factor s. The energy becomes τ/(2s²) − A/(εs). It is lowest at 1/s = A/(ετ), where it equals −A²/(2ε²τ). A scalar mass m* would give −m*/(2ε²), so m* = A²/τ at the best ratio b/a.

The optimum has a = 2.373 nm and b = 1.361 nm, hence b/a = 0.574 and k = 0.819. Then aA = 1.172 and a²τ = 4.61, which gives m* = 1.172²/4.61 = 0.298.

The same mass serves a pair of electrons within a stated family of functions: those with zero total angular momentum in stretched coordinates. There the separation vector of the electrons also has no preferred direction, so attraction and repulsion both acquire the factor A. If T′ and C′ are the kinetic and Coulomb expectation values in stretched coordinates, the energy after common scaling is

τT′/s² + AC′/(εs), with minimum −(A²/τ) C′²/(4ε²T′).

The anisotropy again enters through A²/τ alone. This does not cover functions outside the family, and it does not cover the core term added below.

The natural units are now

a* = εa₀/m* = 2.025 nm, Ha* = m*Ha/ε² = 0.0624 eV, Ry* = Ha*/2 = 0.0312 eV,

where a₀ is the Bohr radius and Ha the hartree. In these units, without a core, D⁺ is a one-electron ion of charge 2. Its energy is −2²/2 = −2 Ha*, so I₂ = 4 Ry* = 0.125 eV.

The pair has the Hamiltonian

H = −∇₁²/2 − ∇₂²/2 − 2/r₁ − 2/r₂ + 1/r₁₂.

Configuration interaction with s, p and d functions gives −2.9027 Ha*. An independent calculation with functions containing r₁₂ gives −2.9037 Ha*. The difference is 0.00006 eV, too small to matter here. Thus

I₁ = (−2 + 2.9027) × 0.0624 eV = 0.056 eV.

Nothing in these two numbers distinguishes Mg from Se. Their rough D⁺ levels, 0.26 and 0.59 eV, both lie well above 0.125 eV.

**What a core attraction does to the two levels**

Add to each electron the energy −V w(r), with w = exp(−r²/r_c²). One scalar envelope stands for the fully symmetric combination of the six valleys, and the two electrons form a spin singlet. V is an effective depth that absorbs short-range physics, and it should not be read as the crystal potential at the impurity.

Let E₁ be the energy of D⁺ and E₀ that of D⁰. For a normalized eigenstate ψ, differentiation with respect to V gives

dE/dV = ⟨ψ|dH/dV|ψ⟩ + E d⟨ψ|ψ⟩/dV.

The last term vanishes because the norm stays at one. Write W₁ for the average of w in D⁺, and W₂ for the average of w(r₁) + w(r₂) in D⁰. Then dE₁/dV = −W₁ and dE₀/dV = −W₂. With I₂ = −E₁ and I₁ = E₁ − E₀,

dI₂/dV = W₁,
dI₁/dV = W₂ − W₁,
dI₁/dI₂ = W₂/W₁ − 1.

Since w is positive, a deeper core always raises I₂ in this model. It raises I₁ if the pair together has more weight in the core than the lone electron of D⁺. That is not guaranteed by the formula, because repulsion spreads the pair out.

A simple estimate shows the competition. Give both electrons the orbital exp(−ζr), with density ρ = (ζ³/π)exp(−2ζr). Its electrostatic potential is

φ = 1/r − exp(−2ζr)(1/r + ζ).

This is correct because (rφ)″ = −4ζ³r exp(−2ζr) = −4πrρ, φ is finite at the origin, and φ tends to 1/r far away. The repulsion is therefore

J = ∫ρφ d³r = 4ζ³[1/(4ζ²) − 1/(16ζ²) − 1/(32ζ²)] = 5ζ/8.

The pair energy ζ² − 4ζ + 5ζ/8 is lowest at ζ = 27/16. For a very short-ranged core the weights are proportional to the density at the origin, hence to ζ³, and D⁺ has ζ = 2. This gives

dI₁/dI₂ = 2(27/16)³/2³ − 1 = 0.20.

The sign is right, but the size is not. The full pair calculation at V = 0, with r_c = 0.20 nm, gives 0.43. A weak core therefore moves the first level by a little less than half as much as the second.

The opposite limit is a very deep well of fixed range that confines both electrons within a length of order r_c. Kinetic energies then scale as 1/r_c² and the repulsion as 1/r_c, in donor units. Their ratio is of order r_c/a*, here about 0.1. Repulsion hardly changes the orbitals, W₂ approaches 2W₁, and dI₁/dI₂ approaches 1. This limit belongs to the model. A real electron confined so tightly is no longer described by a slowly varying envelope.

Between the limits, I₁ was computed at 13 equally spaced depths from zero to the selenium value, at r_c = 0.20 nm. It rose at every step.

**Why the first level gains less than the second**

Place both electrons of D⁰ in the D⁺ orbital. This is an allowed trial state with energy 2E₁ + J, where J is now the self-repulsion of that orbital. The true ground energy cannot lie higher, so E₀ ≤ 2E₁ + J and

I₁ = E₁ − E₀ ≥ −E₁ − J = I₂ − J.

A stronger core deepens E₁ but also contracts the orbital, which raises J. Part of the gain is returned as repulsion. The bound is not the value: relaxation and correlation of the pair lift I₁ above it.

**Magnesium and selenium in numbers**

With r_c held at 0.20 nm for both donors, the depths fitted to the rough D⁺ levels are V = 5.04 eV for Mg and 8.15 eV for Se.

For Mg:
- The mean radius of the D⁺ orbital is 0.79 nm, and J = 0.155 eV.
- The frozen-orbital bound is 0.26 − 0.155 = 0.105 eV.
- The predicted first level is I₁ = 0.122 eV.

For Se:
- The mean radius is 0.46 nm, and J = 0.265 eV.
- The frozen-orbital bound is 0.59 − 0.265 = 0.325 eV.
- The predicted first level is I₁ = 0.342 eV.

From Mg to Se the second level deepens by 0.33 eV. The separation I₂ − I₁ grows from 0.138 to 0.248 eV, which takes back 0.11 eV. The first level therefore deepens by 0.22 eV, two thirds of the change in the second.

The depths differ by a factor of 1.6, but the core energies differ by more. The average core energy in D⁺ is −VW₁. It is −5.04 × 0.062 = −0.31 eV for Mg and −8.15 × 0.155 = −1.26 eV for Se. Subtracting these from the total energies leaves +0.05 and +0.67 eV for kinetic energy plus the Coulomb tail, against −0.125 eV without a core. Selenium's electron pays a large kinetic price for its compact orbital, and the core more than repays it.

The core weights also show how the response changes. For Mg, W₂/W₁ − 1 = 0.0961/0.0621 − 1 = 0.55. For Se the same expression is 0.2721/0.1552 − 1 = 0.75. A straight line drawn from the coreless levels with the weak-core slope 0.43 gives

Mg: 0.0563 + 0.429 × (0.26 − 0.1247) = 0.114 eV,
Se: 0.0563 + 0.429 × (0.59 − 0.1247) = 0.256 eV.

Relative to the full model, the line is 7% low for Mg and 25% low for Se. It is a usable hand estimate for the first and a poor one for the second.

**What free atoms say about the core attraction**

The model reads the core strengths from the D⁺ levels. It shows how they produce the first levels, but it does not derive them from the crystal. Free-atom levels give only a partial indication of their origin.

Selenium takes the place of a silicon atom, so its short-range effect is that of a selenium core minus that of a silicon core. Spherically averaged Hartree–Fock calculations on free atoms put the valence s level at −23.4 eV in Se and −15.5 eV in Si. The substitution therefore offers an s electron a site about 8 eV more attractive, which favours a strong core term in the symmetric donor state.

Magnesium sits between the host atoms and replaces none of them, so there is no host level to subtract. Its free-atom valence s level, −6.9 eV, is counted from vacuum and cannot be compared with the 8 eV difference found for selenium. The free-atom levels thus make a strong core plausible for Se, but they do not explain why the Mg core is weaker. That result rests on the D⁺ levels. An explanation would need the bonding, the lattice relaxation and the amplitude of the valley states at the two sites, none of which free atoms contain.

**How far the numbers can be trusted**

The rough measured first levels, which were not used in the fit, are 0.11 eV for Mg and 0.31 eV for Se. The predictions are about 10% above them in both cases. The masses and dielectric constant are typical of silicon, while the core range is a choice. Several simplifications can be sized:

- **Core range.** For r_c = 0.15, 0.20 and 0.30 nm, with V refitted each time, I₁ is 0.120, 0.122 and 0.126 eV for Mg, and 0.328, 0.342 and 0.364 eV for Se. The largest Mg value is far below the smallest Se value, so the order does not depend on giving both cores the same range.
- **Mass.** A compact state need not follow the mass that suits a wide one. With the mean inverse mass, 0.258 free masses, and V refitted, the levels become 0.124 and 0.349 eV.
- **Screening.** Two electrons very close together are not screened by the full ε. Adding (ε−1)erfc(r₁₂/d)/r₁₂ to the repulsion in donor units restores the bare value at contact. With d = 0.10 nm, a chosen distance, I₁ falls by less than 0.01 eV for Mg and to about 0.30 eV for Se. Only two digits are given, because s, p and d functions slightly overstate the effect of so strong a repulsion at short distance. The D⁺ fit is unaffected, since it involves one electron.

With this choice of d, screening is the largest of these corrections for Se, at about 0.04 eV, and it carries the prediction from above the rough measured value to slightly below it. A larger d would lower I₁ further, and a smaller d would lower it less. The remaining agreement should not be used to tune d, because correlation among the valleys and lattice relaxation are still missing. The envelope picture is also weaker for Se: its D⁺ radius of 0.46 nm is only about twice the silicon bond length, roughly 0.24 nm.

Real devices add fields and neighbours. When the first electron leaves, it is pulled back by a charge +1. Along a field F its potential energy is −e²/(4πε₀εr) − eFr, with a maximum at r² = e/(4πε₀εF). The barrier is lowered there by

Δ = 2e√[eF/(4πε₀ε)].

At 0.01 MV/cm this is 0.022 eV, about 20% of the rough Mg level and 7% of the Se level. At a donor density of 10¹⁵ cm⁻³ the spacing N^(−1/3) is 100 nm. With the scalar mass, the D⁰ tails decay over 1.0 nm for Mg and 0.61 nm for Se. Along directions with the light transverse mass they reach about a quarter further. Isolated donors are therefore a sound assumption at that density. Pairs and complexes in real samples have levels of their own and are outside this treatment.

**What to do in practice**

Do not use scaled helium levels for either donor. They place I₁ at 0.056 eV, about half the rough Mg value and less than a fifth of the Se value.

If the D⁺ level is known, fit the core to it and compute the pair. For isolated donors in silicon with levels in the range treated here, the two cases suggest that I₁, computed without the screening correction, comes out about 10% too deep. A fitted V belongs to its own r_c and mass, and must be refitted if either changes. If the measured I₁ is available, use it directly in device work.

The difference matters at room temperature, where the thermal energy is 0.0259 eV. With equal prefactors, the rough first levels make the rate of thermal release from Se smaller than that from Mg by the factor exp[−(0.31 − 0.11)/0.0259], or about 4 × 10⁻⁴. The ionized fraction also requires the band density of states, the level degeneracies and the doping.

For an atomistic supercell, the tail gives a first estimate of the size. Far from the donor, the outer electron's density falls mainly as exp(−2r/λ), where λ = ħ/√(2mI₁) and m is the mass along the direction considered. Along a cube edge, four of the six valleys have the light transverse mass, 0.19 free masses, and their tails reach furthest: λ is 1.28 nm for Mg and 0.77 nm for Se. Requiring the factor to reach 1% halfway to the next image, at r = L/2, gives L = λ ln 100 = 4.6λ. This suggests a cubic cell with an edge of about 5.9 nm for Mg and 3.5 nm for Se. At r = L/2 the model density still falls faster than the exponential factor alone, but the 1% refers to that factor, not to the charge left outside, and the estimate ignores the distortion of the long-range Coulomb tail by periodic images. These lengths are starting values for a convergence test, and converged levels may need larger cells. The shallower donor thus needs the larger cell, while the deeper one makes the greater demand on the description of the core. The full set of values is in the numerical output.

Calculated quantities

```
Inputs: m_t = 0.19, m_l = 0.92 (free masses), eps = 11.4
Ellipsoid radii: 2.373 and 1.361 nm
Effective scalar mass m* = 0.2979 free masses
Mean-inverse mass = 0.2583 free masses
Ry* = 0.0312 eV, Ha* = 0.0624 eV
a* = 2.025 nm
No core: I2 = 0.1247 eV, I1 = 0.0563 eV
Pair energy, no core: CI -2.9027, Hylleraas -2.9037 Ha*
Pair energy, test core: CI -5.1845, Hylleraas -5.1858 Ha*
Weak-core ratio dI1/dI2 = 0.429
Main core range = 0.20 nm
Mg: rough fitted I2 = 0.26 eV
Mg: effective core depth V = 5.039 eV
Mg: predicted I1 = 0.122 eV
Mg: rough measured I1 = 0.11 eV
Mg: weak-core linear estimate of I1 = 0.114 eV
Mg: frozen repulsion J = 0.155 eV
Mg: frozen bound I2-J = 0.105 eV
Mg: I2-I1 = 0.138 eV
Mg: core weight, D+ 0.0621, D0 total 0.0961
Mg: local ratio dI1/dI2 = 0.547
Mg: mean radius of D+ orbital = 0.794 nm
Mg: decay length of D0 tail = 1.025 nm
Mg: I1 for core ranges 0.15, 0.20, 0.30 nm = 0.120, 0.122, 0.126 eV
Mg: I1 with mean-inverse mass = 0.124 eV
Mg: I1 with incomplete screening = 0.115 eV
Se: rough fitted I2 = 0.59 eV
Se: effective core depth V = 8.148 eV
Se: predicted I1 = 0.342 eV
Se: rough measured I1 = 0.31 eV
Se: weak-core linear estimate of I1 = 0.256 eV
Se: frozen repulsion J = 0.265 eV
Se: frozen bound I2-J = 0.325 eV
Se: I2-I1 = 0.248 eV
Se: core weight, D+ 0.1552, D0 total 0.2721
Se: local ratio dI1/dI2 = 0.753
Se: mean radius of D+ orbital = 0.463 nm
Se: decay length of D0 tail = 0.612 nm
Se: I1 for core ranges 0.15, 0.20, 0.30 nm = 0.328, 0.342, 0.364 eV
Se: I1 with mean-inverse mass = 0.349 eV
Se: I1 with incomplete screening = 0.301 eV
Screening distance used = 0.10 nm
Free Mg atom: valence s level = -6.88 eV
Free Si atom: valence s level = -15.53 eV
Free Se atom: valence s level = -23.42 eV
Thermal energy at 300 K = 0.0259 eV
Field lowering of I1 at 0.01 MV/cm = 0.0225 eV
Donor spacing at 1e15 cm^-3 = 100.0 nm
```
